# Two-centre integrals and their bond-vector derivatives from Bessel integrals: a numerical check

```python
"""Two-centre integrals from one-dimensional Bessel integrals.

Orbitals phi(r) = f(r) Y_lm(r/|r|), real harmonics, A at 0 and B at R.
Result under test:
  S(R) = int phi_a(r) phi_b(r-R) d3r = sum_L g_L0(|R|) P_L(R)
  P_L(R) = |R|^L sum_M Gaunt(a, b, LM) Y_LM(R/|R|)
  g_Ln(R) = (-1)^n c_L R^(-L-n) int k^(2+n) j_(L+n)(kR) F_a F_b dk
  c_L = 8 (-1)^((la-lb-L)/2),  F(k) = int r^2 j_l(kr) f(r) dr
g_Ln is (1/R d/dR)^n g_L0, which gives the derivatives of S.
The kinetic integral T has an extra k^2/2 in the k integral.
Model: f(r) = N r^l (1 - r^2/rc^2)^3 inside rc, zero outside.
Atomic units. The reference is quadrature in real space.
"""
from collections import namedtuple
from functools import lru_cache
from math import comb, factorial, pi, prod, sqrt
import numpy as np
from scipy import constants
from scipy.special import eval_legendre, spherical_jn

Orbital = namedtuple("Orbital", "l m rc")


def panels(start, stop, count, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(start, stop, count + 1)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * x).ravel(), (half * w).ravel()


# ---- polynomials in x, y, z stored as {(a, b, c): coefficient}
def multiply(p, q):
    out = {}
    for s, u in p.items():
        for t, v in q.items():
            key = (s[0] + t[0], s[1] + t[1], s[2] + t[2])
            out[key] = out.get(key, 0.0) + u * v
    return out


def derive(p, axis):
    out = {}
    for key, value in p.items():
        if key[axis]:
            lower = list(key)
            lower[axis] -= 1
            out[tuple(lower)] = value * key[axis]
    return out


def evaluate(p, point):
    x, y, z = point
    return sum(v * x**a * y**b * z**c for (a, b, c), v in p.items())


@lru_cache(None)
def solid(l, m):
    """Real solid harmonic r^l Y_lm as a polynomial."""
    q = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - q)
                / factorial(l + q) * (2 if m else 1))
    azimuth = {(q - j, j, 0): norm * comb(q, j) * (-1) ** (j // 2)
               for j in range(q + 1) if j % 2 == int(m < 0)}
    polar = {}
    for k in range((l - q) // 2 + 1):
        c = ((-1) ** k * comb(l, k) * comb(2 * l - 2 * k, l)
             * factorial(l - 2 * k) / factorial(l - 2 * k - q) / 2**l)
        for a in range(k + 1):
            for b in range(k - a + 1):
                e = k - a - b
                key = (2 * a, 2 * b, 2 * e + l - 2 * k - q)
                multi = factorial(k) / (factorial(a) * factorial(b)
                                        * factorial(e))
                polar[key] = polar.get(key, 0.0) + c * multi
    return multiply(azimuth, polar)


def odd_factorial(n):
    return prod(range(n, 0, -2))


def sphere_integral(p):
    total = 0.0
    for key, v in p.items():
        if all(e % 2 == 0 for e in key):
            total += (4 * pi * v * prod(odd_factorial(e - 1) for e in key)
                      / odd_factorial(sum(key) + 1))
    return total


@lru_cache(None)
def gaunt(la, ma, lb, mb, L, M):
    pair = multiply(solid(la, ma), solid(lb, mb))
    return sphere_integral(multiply(pair, solid(L, M)))


@lru_cache(None)
def coupled(la, ma, lb, mb, L):
    """P_L: Gaunt-weighted sum of solid harmonics."""
    out = {}
    for M in range(-L, L + 1):
        weight = gaunt(la, ma, lb, mb, L, M)
        for key, v in solid(L, M).items():
            out[key] = out.get(key, 0.0) + weight * v
    return out


# ---- Bessel route
K_MAX = 100.0
k, wk = panels(0.0, K_MAX, 80, 24)


@lru_cache(None)
def radial(l, rc):
    """Normalization N and transform F(k)."""
    r, w = panels(0.0, rc, 20, 24)
    shape = r**l * (1 - (r / rc) ** 2) ** 3
    norm = 1 / sqrt(np.sum(w * r**2 * shape**2))
    return norm, spherical_jn(l, np.outer(k, r)) @ (w * r**2 * norm * shape)


def scaled_bessel(n, x):
    """j_n(x)/x^n, with its power series near x = 0."""
    small = x < 0.03
    safe = np.where(small, 1.0, x)
    series = (1 - x**2 / (2 * (2 * n + 3))
              + x**4 / (8 * (2 * n + 3) * (2 * n + 5)))
    series = series / odd_factorial(2 * n + 1)
    return np.where(small, series, spherical_jn(n, safe) / safe**n)


def bessel_integral(a, b, L, R):
    product = radial(a.l, a.rc)[1] * radial(b.l, b.rc)[1]
    return np.sum(wk * k**2 * spherical_jn(L, k * R) * product)


def radial_factors(a, b, L, R, kinetic=False):
    product = wk * radial(a.l, a.rc)[1] * radial(b.l, b.rc)[1]
    if kinetic:
        product = product * k**2 / 2
    c = 8 * (-1) ** (abs(a.l - b.l - L) // 2)
    return [(-1) ** n * c * np.sum(product * k ** (2 + L + 2 * n)
                                   * scaled_bessel(L + n, k * R))
            for n in range(3)]


def two_centre(a, b, vector, kinetic=False):
    """Value, gradient and second derivatives with respect to R."""
    v = np.asarray(vector, float)
    value, grad, hess = 0.0, np.zeros(3), np.zeros((3, 3))
    for L in range(abs(a.l - b.l), a.l + b.l + 1, 2):
        g0, g1, g2 = radial_factors(a, b, L, np.linalg.norm(v), kinetic)
        p = coupled(a.l, a.m, b.l, b.m, L)
        P = evaluate(p, v)
        dP = np.array([evaluate(derive(p, i), v) for i in range(3)])
        ddP = np.array([[evaluate(derive(derive(p, i), j), v)
                         for j in range(3)] for i in range(3)])
        value += g0 * P
        grad += g1 * v * P + g0 * dP
        hess += (g2 * np.outer(v, v) * P + g0 * ddP
                 + g1 * (np.eye(3) * P + np.outer(v, dP)
                         + np.outer(dP, v)))
    return value, grad, hess


# ---- real-space route: integrate over both distances and the azimuth
XA, WA = np.polynomial.legendre.leggauss(14)
XB, WB = np.polynomial.legendre.leggauss(10)
AZ = 2 * pi * np.arange(8) / 8


def direct(a, b, vector, kinetic=False):
    v = np.asarray(vector, float)
    R = np.linalg.norm(v)
    e3 = v / R
    e1 = np.cross(e3, np.eye(3)[np.argmin(abs(e3))])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    low, high = max(0.0, R - b.rc), min(a.rc, R + b.rc)
    if low >= high:
        return 0.0
    breaks = [t for t in (R, b.rc - R) if low < t < high]
    edges = sorted({low, high, *breaks})
    total = 0.0
    for left, right in zip(edges[:-1], edges[1:]):
        ra = ((left + right + (right - left) * XA) / 2)[:, None]
        wa = ((right - left) / 2 * WA)[:, None]
        bottom, top = abs(ra - R), np.minimum(ra + R, b.rc)
        rb = (bottom + top + (top - bottom) * XB) / 2
        weight = wa * (top - bottom) / 2 * WB * ra * rb / R
        z = ((ra - rb) * (ra + rb) + R**2) / (2 * R)
        rho = np.sqrt(np.maximum(ra**2 - z**2, 0.0))
        point = [z[..., None] * e3[i] + rho[..., None]
                 * (np.cos(AZ) * e1[i] + np.sin(AZ) * e2[i])
                 for i in range(3)]
        shifted = [point[i] - v[i] for i in range(3)]
        angular = (evaluate(solid(a.l, a.m), point)
                   * evaluate(solid(b.l, b.m), shifted))
        angular = np.sum(angular * np.ones(len(AZ)), axis=-1) * 2 * pi / 8
        ua = (1 - (ra / a.rc) ** 2) ** 3
        s = 1 - (rb / b.rc) ** 2
        ub = s**3
        if kinetic:  # -1/2 Laplacian acting on orbital b
            ub = -0.5 * (-6 * (2 * b.l + 3) * s**2 / b.rc**2
                         + 24 * rb**2 * s / b.rc**4)
        total += np.sum(weight * ua * ub * angular)
    return total * radial(a.l, a.rc)[0] * radial(b.l, b.rc)[0]


STEP = 0.01
STENCIL = {-2: 1 / 12, -1: -2 / 3, 1: 2 / 3, 2: -1 / 12}


def difference(function, v, axis):
    e = np.eye(3)[axis] * STEP
    return sum(c * function(v + n * e) for n, c in STENCIL.items()) / STEP


def numeric_gradient(function, v):
    return np.array([difference(function, v, i) for i in range(3)])


# ---- tests of the ingredients
cosine, wc = np.polynomial.legendre.leggauss(30)
azimuths = 2 * pi * np.arange(40) / 40
ct, ph = [t.ravel() for t in np.meshgrid(cosine, azimuths, indexing="ij")]
ws = np.repeat(wc, 40) * 2 * pi / 40
st = np.sqrt(1 - ct**2)
sphere = np.array([st * np.cos(ph), st * np.sin(ph), ct])
labels = [(l, m) for l in range(5) for m in range(-l, l + 1)]
Y = np.array([evaluate(solid(l, m), sphere) * np.ones(len(ws))
              for l, m in labels])
assert np.allclose((Y * ws) @ Y.T, np.eye(25), atol=1e-12)

reference = np.einsum("ip,jp,np,p->ijn", Y[:9], Y[:9], Y, ws,
                      optimize=True)
table = np.array([[[gaunt(*p, *q, *t) for t in labels]
                   for q in labels[:9]] for p in labels[:9]])
gaunt_error = np.max(abs(table - reference))
assert gaunt_error < 1e-12
for i, (la, _) in enumerate(labels[:9]):
    for j, (lb, _) in enumerate(labels[:9]):
        for n, (L, _) in enumerate(labels):
            if not abs(la - lb) <= L <= la + lb or (la + lb + L) % 2:
                assert abs(reference[i, j, n]) < 1e-12

u1, u2 = np.array([1, 2, 2]) / 3, np.array([2, -6, 3]) / 7
for L in range(5):
    left = sum(evaluate(solid(L, M), u1) * evaluate(solid(L, M), u2)
               for M in range(-L, L + 1))
    right = (2 * L + 1) / (4 * pi) * eval_legendre(L, u1 @ u2)
    assert abs(left - right) < 1e-12
wave = sum((2 * L + 1) * (-1j) ** L * spherical_jn(L, 7.0)
           * eval_legendre(L, u1 @ u2) for L in range(40))
assert abs(wave - np.exp(-7j * (u1 @ u2))) < 1e-12

# Fourier transform of one orbital, by quadrature over its volume
RA, RB = 4.0, 5.0
rr, wr = panels(0.0, RB, 2, 24)
q_vector = np.array([0.6, -0.8, 1.1])
q = np.linalg.norm(q_vector)
for l, m in [(0, 0), (1, 1), (2, -2)]:
    f = radial(l, RB)[0] * rr**l * (1 - (rr / RB) ** 2) ** 3
    phase = np.exp(-1j * np.outer(rr, q_vector @ sphere))
    volume = (wr * rr**2 * f) @ phase @ (ws * Y[labels.index((l, m))])
    F = np.sum(wr * rr**2 * spherical_jn(l, q * rr) * f)
    formula = 4 * pi * (-1j) ** l * F * evaluate(solid(l, m), q_vector / q)
    assert abs(volume - formula) < 1e-10

# ---- overlap and kinetic integrals for all s, p, d pairs
bond = np.array([1.0, 2.0, 2.0])
other = np.array([-0.7, 1.9, 0.4])
value_error = 0.0
for la, ma in labels[:9]:
    for lb, mb in labels[:9]:
        a, b = Orbital(la, ma, RA), Orbital(lb, mb, RB)
        for kinetic in (False, True):
            gap = abs(two_centre(a, b, other, kinetic)[0]
                      - direct(a, b, other, kinetic))
            value_error = max(value_error, gap)
assert value_error < 1e-9

# ---- derivatives against differences of the real-space quadrature
pairs = [((1, 1), (2, -2)), ((0, 0), (0, 0)),
         ((0, 0), (1, 0)), ((2, 0), (2, 2))]
gradient_error = hessian_error = kinetic_error = trace_error = 0.0
for first, second in pairs:
    a, b = Orbital(*first, RA), Orbital(*second, RB)

    def overlap(v):
        return direct(a, b, v)

    def kinetic_energy(v):
        return direct(a, b, v, True)

    for v in (bond, other):
        _, grad, hess = two_centre(a, b, v)
        T, grad_T, _ = two_centre(a, b, v, True)
        gap = abs(grad - numeric_gradient(overlap, v)).max()
        gradient_error = max(gradient_error, gap)
        gap = abs(grad_T - numeric_gradient(kinetic_energy, v)).max()
        kinetic_error = max(kinetic_error, gap)
        numeric = np.array([difference(
            lambda t: numeric_gradient(overlap, t), v, i)
            for i in range(3)])
        hessian_error = max(hessian_error, abs(hess - numeric).max())
        trace_error = max(trace_error,
                          abs(np.trace(hess) + 2 * direct(a, b, v, True)))
# limits cover the error of the fourth-order difference formula
assert gradient_error < 1e-7 and kinetic_error < 1e-6
assert hessian_error < 1e-6 and trace_error < 1e-9

# ---- worked example: p_x on A, d_xy on B
a, b = Orbital(1, 1, RA), Orbital(2, -2, RB)
R = np.linalg.norm(bond)
S, grad, hess = two_centre(a, b, bond)
T, grad_T, _ = two_centre(a, b, bond, True)
C = sqrt(45) / (4 * pi)
x, y, z = bond
P = {L: evaluate(coupled(1, 1, 2, -2, L), bond) for L in (1, 3)}
assert abs(P[1] - C * y / 5) < 1e-12
assert abs(P[3] - C * (x**2 * y - R**2 * y / 5)) < 1e-12

zero = np.zeros(3)
grad_zero = two_centre(a, b, zero)[1]
numeric_zero = numeric_gradient(lambda v: direct(a, b, v), zero)
assert abs(grad_zero - numeric_zero).max() < 1e-7
# for la = 1, lb = 2, L = 1 the prefactor c_L is -8
moment = np.sum(wk * k**3 * radial(1, RA)[1] * radial(2, RB)[1])
assert abs(grad_zero[1] - (-8 / 3) * moment * C / 5) < 1e-10

far = 9.6
outside = {L: bessel_integral(a, b, L, far) for L in (1, 2, 3)}
assert max(abs(outside[1]), abs(outside[3])) < 1e-10
assert abs(outside[2]) > 1e-5

hartree = constants.physical_constants["Hartree energy in eV"][0]
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10


def show(vector):
    return " ".join(f"{t:+.8f}" for t in vector)


print(f"cutoff radii of p_x and d_xy: {RA:.1f} {RB:.1f} bohr")
print(f"normalization N of p_x: {radial(1, RA)[0]:.8f} bohr^(-5/2)")
print(f"normalization N of d_xy: {radial(2, RB)[0]:.8f} bohr^(-7/2)")
print("bond vector R:", bond, "bohr")
print(f"bond length: {R:.6f} bohr")
print(f"upper limit of k integrals: {K_MAX:.0f} 1/bohr")
print(f"angular constant C: {C:.8f} (no unit)")
print(f"Gaunt p_x d_xy p_y: {gaunt(1, 1, 2, -2, 1, -1):.8f} (no unit)")
for L in (1, 3):
    g = radial_factors(a, b, L, R)
    print(f"L={L} Bessel integral I_L: "
          f"{bessel_integral(a, b, L, R):+.8f} (no unit)")
    print(f"L={L} polynomial P_L: {P[L]:+.8f} bohr^{L}")
    for n in range(3):
        print(f"L={L} n={n} radial factor g_Ln: {g[n]:+.8e} "
              f"bohr^-{L + 2 * n}")
    print(f"L={L} part of overlap: {g[0] * P[L]:+.8f} (no unit)")
print(f"overlap S, Bessel route: {S:+.10f} (no unit)")
print(f"overlap S, real space: {direct(a, b, bond):+.10f} (no unit)")
print("gradient of S:", show(grad), "1/bohr")
print(f"gradient of S along bond: {grad @ bond / R:+.8f} 1/bohr")
for name, row in zip("xyz", hess):
    print(f"second derivatives of S, row {name}:", show(row), "1/bohr^2")
print(f"trace of second derivatives: {np.trace(hess):+.8f} 1/bohr^2")
print(f"kinetic integral T, Bessel route: {T:+.10f} hartree")
print(f"kinetic integral T, real space: "
      f"{direct(a, b, bond, True):+.10f} hartree")
print(f"kinetic integral T: {T * hartree:+.6f} eV")
print("gradient of T:", show(grad_T), "hartree/bohr")
print("gradient of T:", show(grad_T * hartree / angstrom), "eV/angstrom")
print(f"integral of k^3 F_a F_b: {moment:.8f} 1/bohr")
print("gradient of S at R=0:", show(grad_zero), "1/bohr")
print(f"distance beyond both cutoffs: {far:.1f} bohr")
for L in (1, 2, 3):
    print(f"I_{L} at that distance: {outside[L]:+.3e} (no unit)")
print(f"largest Gaunt error: {gaunt_error:.1e} (no unit)")
print(f"largest error of S or T, 81 pairs: {value_error:.1e} a.u.")
print(f"largest gradient difference, S: {gradient_error:.1e} 1/bohr")
print(f"largest gradient difference, T: {kinetic_error:.1e} hartree/bohr")
print(f"largest second-derivative difference: {hessian_error:.1e} 1/bohr^2")
print(f"largest error of trace = -2T: {trace_error:.1e} a.u.")
print("no test failed")
```

Running it gives:

```
cutoff radii of p_x and d_xy: 4.0 5.0 bohr
normalization N of p_x: 0.49338640 bohr^(-5/2)
normalization N of d_xy: 0.11011182 bohr^(-7/2)
bond vector R: [1. 2. 2.] bohr
bond length: 3.000000 bohr
upper limit of k integrals: 100 1/bohr
angular constant C: 0.53382191 (no unit)
Gaunt p_x d_xy p_y: 0.21850969 (no unit)
L=1 Bessel integral I_L: +0.29331471 (no unit)
L=1 polynomial P_L: +0.21352876 bohr^1
L=1 n=0 radial factor g_Ln: -7.82172550e-01 bohr^-1
L=1 n=1 radial factor g_Ln: +3.96337846e-01 bohr^-3
L=1 n=2 radial factor g_Ln: -1.45094149e-01 bohr^-5
L=1 part of overlap: -0.16701634 (no unit)
L=3 Bessel integral I_L: +0.28256335 (no unit)
L=3 polynomial P_L: -0.85411505 bohr^3
L=3 n=0 radial factor g_Ln: +8.37224744e-02 bohr^-3
L=3 n=1 radial factor g_Ln: -2.10799416e-02 bohr^-5
L=3 n=2 radial factor g_Ln: +4.95836949e-03 bohr^-7
L=3 part of overlap: -0.07150863 (no unit)
overlap S, Bessel route: -0.2385249626 (no unit)
overlap S, real space: -0.2385249626 (no unit)
gradient of S: +0.24565148 +0.01449734 +0.13375983 1/bohr
gradient of S along bond: +0.18072194 1/bohr
second derivatives of S, row x: +0.13841590 -0.00162193 -0.12444767 1/bohr^2
second derivatives of S, row y: -0.00162193 +0.13179135 -0.00196847 1/bohr^2
second derivatives of S, row z: -0.12444767 -0.00196847 -0.00196847 1/bohr^2
trace of second derivatives: +0.26823878 1/bohr^2
kinetic integral T, Bessel route: -0.1341193896 hartree
kinetic integral T, real space: -0.1341193896 hartree
kinetic integral T: -3.649575 eV
gradient of T: +0.20862146 +0.04036548 +0.10742518 hartree/bohr
gradient of T: +10.72774682 +2.07567666 +5.52402481 eV/angstrom
integral of k^3 F_a F_b: 1.86634689 1/bohr
gradient of S at R=0: +0.00000000 -0.53135832 +0.00000000 1/bohr
distance beyond both cutoffs: 9.6 bohr
I_1 at that distance: -1.412e-16 (no unit)
I_2 at that distance: -7.040e-04 (no unit)
I_3 at that distance: +1.631e-16 (no unit)
largest Gaunt error: 1.2e-14 (no unit)
largest error of S or T, 81 pairs: 3.2e-14 a.u.
largest gradient difference, S: 1.9e-10 1/bohr
largest gradient difference, T: 2.5e-10 hartree/bohr
largest second-derivative difference: 7.9e-10 1/bohr^2
largest error of trace = -2T: 4.6e-14 a.u.
no test failed
```
